# Lattice trapping of a crack in a chain of snapping bonds, part 2

A crack between a film and its base can rest over an interval of loads around the load given by an energy balance. The model is a chain of classical atoms at zero temperature under slow loading, with the energy released by each snap removed. Springs of stiffness $K$ join neighbours, and a bond ties each atom $j$ to a rigid base. A constant load $F$ pulls the leftmost atom, $j=L$, to the left. Displacements $u_j$ are positive in the direction of the load, and the far right end is fixed at $u=0$.

The bond force $f(u)$ is $ku$ for $|u|\le u_c$ and zero beyond. A broken bond has energy $\gamma=\tfrac12ku_c^2$ and re-forms if its atom returns within $u_c$. With $S_j=K(u_j-u_{j+1})$, force balance inside the chain reads

$$
K(2u_j-u_{j-1}-u_{j+1})+f(u_j)=0
\quad\Longrightarrow\quad S_{j-1}=S_j+f(u_j).
\tag{1}
$$

Bonds $j\le0$ are broken and bonds $j\ge1$ intact. On the intact side $u_j\propto\lambda^j$ with $\lambda=e^{-q}$, a decay length of $1/q$ atoms, and

$$
2\sinh\frac q2=\sqrt{\frac kK}.
\tag{3}
$$

The crack rests for $F_-<F<F_+$: it heals below $F_-$ and opens above $F_+$. These edges and the Griffith load $F_G$, at which moving the crack by one bond leaves the energy unchanged, are

$$
F_\pm=F_G\,e^{\pm q/2},\qquad F_G=u_c\sqrt{kK}.
\tag{6}
$$

Equivalently $F_G=\sqrt{2K\gamma}$. The width is $F_+-F_-=ku_c$, and the atoms at the tip have $u_1=u_cF/F_+$ and $u_0=u_cF/F_-$. With only $N$ intact atoms before the fixed end, the upper edge becomes

$$
F_+(N)=F_++\frac{2Ku_c\sinh q}{e^{2qN}-1}.
\tag{10}
$$

At $F_G$ the energy barriers for opening and healing have the same height $B_G$:

$$
\frac{B_G}{\gamma}=\frac{(1-\sqrt\lambda)^2}{1-\lambda}=\frac{1-\sqrt\lambda}{1+\sqrt\lambda}=\tanh\frac q4 .
\tag{13}
$$

### The width depends on how the bond fails

The width $ku_c$ comes from the sudden loss of one bond's force. A law with a gradual loss can be examined through the recursion

$$
u_{j-1}=2u_j-u_{j+1}+\frac{f(u_j)}K ,
$$

which is the force balance solved for the left neighbour. It starts in the decaying tail, where the bonds are linear and $u_j\propto\lambda^j$. Changing the amplitude of the tail by a factor $\lambda$ renumbers the atoms by one site, so amplitudes within one such factor generate every equilibrium. The tension reached on the cracked side is the load. Outside the range of loads found in this way no equilibrium exists with its tip far from the ends, and trapping is impossible.

For comparison, take a bond whose force rises as $ku$ up to $u_c/\sqrt2$ and then falls linearly to zero at $\sqrt2\,u_c$. Its energy is $\tfrac12k(u_c/\sqrt2)(\sqrt2u_c)=\gamma$, so $k$, $\gamma$ and $F_G$ are the same as before. At $k/K=1$ the range of loads relative to $F_G$ shrinks from 1.00 to 0.27, and at $k/K=0.1$ from 0.32 to 0.025.

A plausible reason is that the load is a sum of bond forces over the atoms. If the displacement varies slowly from atom to atom, such a sum is close to an integral, which does not depend on where the atoms sit. A jump in the force law leaves an error of one term, and a continuous law leaves a smaller one. This argument is a conjecture as far as the size of the reduction is concerned.

### A film under residual tension

No external force pulls a film that delaminates from its edge. The film is stretched while bonded, and it shortens where it comes loose. Let $u_j$ now count positive toward the bonded side, and let every spring be stretched by $\delta$ when all $u_j=0$. The energy of one spring is

$$
\tfrac12K(u_{j+1}-u_j+\delta)^2=\tfrac12K(u_{j+1}-u_j)^2+K\delta(u_{j+1}-u_j)+\tfrac12K\delta^2 .
$$

Summed over the chain, the middle terms cancel in pairs. With the far end fixed they leave $-K\delta u_L$, the energy of a load

$$
F=K\delta
$$

on the free end. The last term is a constant. All results for the loaded chain therefore apply. In a chain of 120 atoms with $k=K$, $\delta=1.2u_c$ and 60 broken bonds, the two displacements at the tip agreed with the formulas for an end load to within $10^{-9}u_c$.

One atomic row of a film of thickness $h$ and atomic spacing $a$ has cross-section $ha$. Delamination releases the strain across the front but not along it, so the modulus is $E'=E/(1-\nu^2)$, with Young modulus $E$ and Poisson ratio $\nu$. For residual stress $\sigma$ and adhesion energy $\Gamma$ per area,

$$
K=\frac{E'ha}{a}=E'h,\qquad F=\sigma ha,\qquad \gamma=\Gamma a^2,\qquad k=\frac{2\Gamma a^2}{u_c^2}.
$$

Dividing $F_G=\sqrt{2K\gamma}$ and the width $ku_c$ by $ha$ gives

$$
\sigma_G=\sqrt{\frac{2E'\Gamma}{h}},\qquad
\sigma_+-\sigma_-=\frac{2\Gamma a}{u_ch}.
\tag{14}
$$

The Griffith stress contains neither the spacing nor the bond range. The width contains both.

### The tantalum example

The inputs are rough typical values: $E=190$ GPa, $\nu=0.34$, $h=5$ nm, $a=0.33$ nm, $\Gamma=0.1$ J/m² and $u_c=0.1$ nm. They give $E'=190/(1-0.34^2)=214.8$ GPa, $K=1074$ N/m and $k=2.18$ N/m. The ratio $k/K=0.00203$ gives $q=0.0450$ and a decay length $a/q=7.3$ nm. Equation (14) yields

$$
\sigma_G=\sqrt{\frac{2(214.8\times10^9)(0.1)}{5\times10^{-9}}}\ {\rm Pa}=2.931\ {\rm GPa},
$$

$$
\sigma_+-\sigma_-=\frac{2(0.1)(0.33)}{(0.1)(5\times10^{-9})}\ {\rm Pa}=132\ {\rm MPa}.
$$

The edges are 2.866 and 2.998 GPa. The width is 4.5% of the Griffith stress, in agreement with $\sqrt{k/K}$.

Suppose that the dielectric is a thin layer on a thick silicon wafer, which sets the thermal contraction of the base. Cooling then raises the tension, because tantalum contracts more than silicon. With expansion coefficients of 6.5 and 2.6 ppm/K and the biaxial modulus $E/(1-\nu)=288$ GPa, the expansion mismatch changes the stress by 1.12 MPa/K near room temperature. At this rate a change of 118 K shifts the stress by the width of the interval. This figure treats the moduli as constant. Tantalum stiffens on cooling by roughly $1.4\times10^{-4}$ per kelvin, which adds about 0.4 MPa/K to a stress of 2.9 GPa and raises $\sigma_G$ by about 0.2 MPa/K, so the interval is crossed in about 100 K. Near zero temperature, which the static interval assumes, the expansion coefficients fall towards zero and the stress changes less.

The bond energy is 68 meV, and the barrier at the Griffith stress is $68\tanh(0.0113)=0.77$ meV for one atomic row.

### Comparison with real liners

Tantalum layers a few nanometres thick serve as liners and barriers around copper lines. Residual stresses of the order of 1 GPa occur in sputtered tantalum, often compressive, whereas the example needs a tension near 3 GPa and assumes that the film stays elastic under it. The adhesion of 0.1 J/m² stands for a contaminated surface held by weak forces, and a sound interface is stronger by a factor of ten or more. With $\Gamma=1$ J/m² and the other inputs fixed, equation (14) gives a Griffith stress of 9.3 GPa and a width of 1.3 GPa, so residual stress alone would not detach the film. A device also violates the assumption of zero temperature. At 373 K the thermal energy is 32 meV, about forty times the barrier of one row, so the static interval would not hold a row that moved independently of its neighbours.

### Effects left out of the chain

**Heat along a real front.** A crack front is a line of many rows. Adding the barriers of the rows within one decay length, about 22, gives 17 meV. Expressed as temperatures, the barriers are 9 K for one row and about 200 K for this sum. The sum is not the barrier of a real front. Neighbouring rows are joined, so a segment that moves ahead also strains the film beside it, and this can cost more than the sum itself. How well a real front is held at 373 K has not been computed here.

**Quantum motion.** The chain is classical even at zero temperature. With a density of 16.65 g/cm³, one atom of the chain, which stands for a column of the film, has the mass $m=9.1\times10^{-24}$ kg. The quantum $\hbar\sqrt{k/m}$ is then 0.32 meV, which is not small compared with the barrier of 0.77 meV. For a single independent row, zero-point motion therefore cannot be neglected.

**Softening bonds.** With the gradual law described above, the range of loads for the example is $5.0\times10^{-4}$ of the Griffith stress, or about 1.5 MPa instead of 132 MPa. The width is thus a property of the assumed snap, and it should not be used as a material constant.

**Opening of the interface.** The bonds pull on the lower face of the film, half a thickness below its middle, and this bends the film away from the base. The effect was sized with a plate of bending stiffness $D=E'h^3/12$ and outward displacement $w(x)$, whose energy per unit length of front is

$$
\int_0^\infty\left[\tfrac12Dw''^2+\tfrac12\frac{k}{a^2}w^2+\tfrac12h\,\tau(x)\,w'\right]dx ,
$$

with $x$ measured from the tip into the bonded film. The shear stress $\tau$ falls from its peak $ku_c/a^2=2.0$ GPa over the decay length, and the bonds are taken to be as stiff in opening as in sliding. The minimum has $w(0)\approx0.8u_c$. Opening is thus comparable with sliding, and a quantitative width needs a bond law for both. The Griffith stress is less sensitive: if the detached film relaxes fully and $\Gamma$ is unchanged, the energy released per area remains $\sigma^2h/(2E')$.

**Shear within the film.** The chain moves each cross-section of the film as a whole. In reality the shear stress falls from $\tau$ at the interface to zero at the top. If it does so linearly, the strain at height $z$ is $\tau(1-z/h)/\mu$, with $\mu=E/[2(1+\nu)]$. The displacement relative to the lower face is $\tau(z-z^2/2h)/\mu$, and its average over the thickness is $\tau h/(3\mu)$. The corresponding compliance is 0.47 of the bond compliance $a^2/k$. Added in series, it lengthens the decay from 7.3 to 8.9 nm. Its effect on the width has not been computed.

**Elastic base.** The chain stands on a rigid base, but a real dielectric yields under the pull of the bonds. A shear stress that varies as a sine wave of wavelength $2\pi\ell$ displaces the surface of a thick elastic body by $(1-\nu_b)\ell/\mu_b$ per unit stress, where $\mu_b$ and $\nu_b$ are its shear modulus and Poisson ratio. For silicon oxide, with roughly $\mu_b=31$ GPa and $\nu_b=0.17$, and for $\ell=7.3$ nm, this is $2.0\times10^{-19}$ m³/N, about four times the bond compliance $a^2/k=5.0\times10^{-20}$ m³/N. The base is therefore not rigid on this scale, and the width of 132 MPa and the barriers should not be applied to a film on oxide. In a film much longer than the loaded zone at the tip, the Griffith stress is unaffected, because the base is unloaded both far ahead of the tip and far behind it. In a short film the two ends interact through the base, and the balance shifts.

**Crystal direction.** Rough elastic constants of 270, 160 and 83 GPa for tantalum give Young moduli of 151 GPa along a cube edge and 218 GPa along a body diagonal. Since $\sigma_G$ varies as the square root of the modulus, it differs by a factor of about 1.20 between these directions if Poisson's ratio is taken to be the same for both. In a film whose plane contains both directions, the direction dependence of the transverse contraction lowers the factor to about 1.14. Either spread exceeds the 4.5% width of the trapping interval found for the rigid base. These constants, like the spacing of 0.33 nm, belong to body-centred cubic tantalum. Thin films sputtered directly on oxide often grow in the tetragonal β phase, to which they do not apply.

**New bonds behind the tip.** The detached film is strained by 1.36% relative to the bonded film, and its slip grows at that rate with distance from the tip. It rises from the bond range to one atomic spacing over $(0.33-0.10)/0.0136\approx17$ nm. An atom comes within the bond range of its next partner earlier, at a slip of $0.33-0.10=0.23$ nm, which is reached after $(0.23-0.10)/0.0136\approx10$ nm. If the faces still touch there, new bonds can form, which the chain excludes.

### Using the formulas

For a given $K$, $k$ and $u_c$, equations (3) and (6) give the edges, with $q=2\,{\rm arcsinh}(\tfrac12\sqrt{k/K})$. When $k\ll K$, the width should be taken as $ku_c$ and not as the difference of two nearly equal edges. A numerical chain needs several decay lengths of intact bonds ahead of the tip, because the error of the upper edge falls as $e^{-2qN}$ with their number $N$. For the example, $q=0.045$ and $N=100$ give $e^{-9}\approx10^{-4}$. With the prefactor in equation (10), the error is $2.4\times10^{-4}$ of the upper edge, or about 0.5% of the width.

A simulation that seeks the Griffith load by raising the load slowly until the crack opens finds $F_+$ instead. Lowering the load until the crack heals gives $F_-$, and for this bond law the geometric mean of the two is $F_G$. For another law the mean of the edges need not have this property, and the energy difference between neighbouring resting states should be used. Where inertia is kept, the energy released by one snap may break the next bond below $F_+$, a case that the static analysis does not cover. Most of the computed values are listed in the numerical output below.

## Table of computed values

```
Chain tests (K = 1, u_c = 1, reduced units)
 k/K=0.1: F-=0.27016 F_G=0.31623 F+=0.37016
   barrier/bond energy at F_G = 0.07857
 k/K=1.0: F-=0.61803 F_G=1.00000 F+=1.61803
   barrier/bond energy at F_G = 0.23607
 k/K=4.0: F-=0.82843 F_G=2.00000 F+=4.82843
   barrier/bond energy at F_G = 0.41421
 60 bonds, 20 broken at start, k/K=1; broken at the end:
   0.999 F-: 0; 1.001 F-: 20; 0.999 F+: 20; 1.001 F+: 57
 10 bonds, F=1.1 F_G: 1024 patterns, 11 equilibria, all with one tip
 k/K=0.1: width/F_G snapping 0.3162, softening 2.49e-02
 k/K=1.0: width/F_G snapping 0.9999, softening 2.70e-01
Tantalum liner, rough inputs
 Young modulus 190 GPa, Poisson ratio 0.34
 thickness 5.0 nm, spacing 0.33 nm
 adhesion 0.10 J/m^2, bond range 0.10 nm
 expansion: film 6.5, silicon 2.6 ppm/K
Tantalum liner, results
 plane-strain modulus 214.8 GPa
 K = 1074.2 N/m, k = 2.178 N/m, k/K = 2.028e-03
 q = 0.04503, decay length 7.33 nm
 bond energy 67.97 meV
 Griffith stress 2.9314 GPa, film strain 1.36 %
 healing edge 2.8662 GPa, opening edge 2.9982 GPa
 width 132.0 MPa = 4.50 % of Griffith stress
 barrier at Griffith stress, one row: 0.765 meV
 temperature change that sweeps the interval 118 K
Effects left out
 thermal energy at 373 K: 32.1 meV
 front segment of 22.2 rows: barrier 17.0 meV
 barrier/k_B: one row 8.9 K, segment 197 K
 film shear compliance / bond compliance 0.47
 decay length with film shear 8.89 nm
 elastic constants used: 270, 160, 83 GPa
 modulus along 100: 151 GPa, along 111: 218 GPa
 Griffith stress ratio 111/100: 1.20
 peak interface shear stress 2.00 GPa
 opening at the tip by bending / bond range 0.77
 slip reaches one spacing 16.9 nm behind the tip
 width/Griffith stress with softening bonds 2.2e-05 / 4.5e-02 = 5.0e-04
```
